# Accumulated Diffusivity as the Clock for Diffusion in a Thermal Spike

## Two holds and one cosine

A dopant diffuses in a slab \(0\le x\le L\) whose faces let nothing through. Its concentration is a constant plus one ripple,

\[
c(x,t)=\bar c+a(t)\cos qx,\qquad q=\frac{m\pi}{L},\quad m=1,2,\dots
\]

The slope \(-aq\sin qx\) vanishes at both faces, as the no-flux condition demands. The slab is held at one temperature, with diffusivity \(D_1\), for a time \(t_1\), and then at another, with diffusivity \(D_2\), for a time \(t_2\). During each hold \(\partial c/\partial t=D_i\,\partial^2c/\partial x^2\). Two derivatives of the cosine give a factor \(-q^2\), so \(\dot a=-D_iq^2a\), and

\[
a_{\rm final}=a_0e^{-q^2D_1t_1}e^{-q^2D_2t_2}=a_0e^{-q^2(D_1t_1+D_2t_2)} .
\]

The order of the holds has dropped out, and so have the separate times. Only the area \(D_1t_1+D_2t_2\) remains, and it is the same area for every \(q\). A short hot hold and a long cool one are interchangeable if their products \(Dt\) agree.

## The change of clock

Let the temperature \(T(t)\) be uniform in the slab at each instant, and let \(D\) be positive and independent of \(c\) and \(x\). The equation is

\[
\frac{\partial c}{\partial t}=D(t)\frac{\partial^2c}{\partial x^2},\qquad \frac{\partial c}{\partial x}=0\ \text{at the faces}.
\]

Define the accumulated diffusivity

\[
\theta(t)=\int_0^tD(s)\,ds,\qquad \Theta=\theta(t_f),
\]

where \(t_f\) is the end of the anneal. Since \(d\theta/dt=D>0\), \(\theta\) increases strictly and can replace \(t\) as a label of the instants. The chain rule gives \(\partial c/\partial t=D\,\partial c/\partial\theta\). Inserting this and dividing by \(D\),

\[
\frac{\partial c}{\partial\theta}=\frac{\partial^2c}{\partial x^2}. \tag{1}
\]

The no-flux condition contains no time and is unchanged. The thermal history therefore enters the final profile through the single number \(\Theta\).

A Gaussian of unit dose, far from the faces, shows what \(\Theta\) means. Take

\[
g=\frac{e^{-x^2/2v}}{\sqrt{2\pi v}},\qquad
\frac{\partial g}{\partial v}=\left(\frac{x^2}{2v^2}-\frac1{2v}\right)g,\qquad
\frac{\partial^2g}{\partial x^2}=\left(\frac{x^2}{v^2}-\frac1v\right)g .
\]

The last expression is twice the middle one. Equation (1) is thus satisfied if \(dv/d\theta=2\), that is

\[
v=\sigma_0^2+2\theta . \tag{2}
\]

## The clock for an Arrhenius spike

Let \(D\) follow an Arrhenius law with activation energy \(E\), written relative to its value \(D_p\) at the peak temperature \(T_p\):

\[
D=D_p\exp\left[-b\left(\frac1T-\frac1{T_p}\right)\right],\qquad b=\frac{E}{k_B}.
\]

The temperature rises linearly from \(T_0\) to \(T_p\) at rate \(r_u\) and falls linearly back to \(T_0\) at rate \(r_d\), both rates taken positive. On a ramp \(dt=dT/r\), so an integral over temperature is needed. With the exponential integral \(E_2(z)=\int_1^\infty e^{-zu}u^{-2}du\), substitute \(u=T/T'\), for which \(u^{-2}du=-dT'/T\):

\[
T\,E_2(b/T)=T\int_0^Te^{-b/T'}\frac{dT'}{T}=\int_0^Te^{-b/T'}dT' .
\]

The minus sign was used to exchange the limits. Hence \(F(T)=D_pe^{b/T_p}\,T\,E_2(b/T)\) has derivative \(D\), and

\[
\theta=\frac{F(T)-F(T_0)}{r_u}\ \text{(rise)},\qquad
\theta=\theta_p+\frac{F(T_p)-F(T)}{r_d}\ \text{(fall)}, \tag{3}
\]

with \(\theta_p\) the value at the peak.

An estimate shows which part of the spike counts. Put \(s=T_p-T\). Then \(1/T-1/T_p=s/(TT_p)\), which is close to \(s/T_p^2\) near the peak, so

\[
D\approx D_pe^{-s/w},\qquad w=\frac{k_BT_p^2}{E}.
\]

If the ramps start many \(w\) below the peak, the integral over \(s\) may be extended to infinity and equals \(D_pw\). Therefore

\[
\Theta\approx D_p\tau,\qquad \tau=w\left(\frac1{r_u}+\frac1{r_d}\right). \tag{4}
\]

This is an overestimate: \(T<T_p\) makes the true exponent more negative, and the extension of the range adds area. The next order follows from \(s/(TT_p)\approx s/T_p^2+s^2/T_p^3\), whose second term multiplies \(D\) by about \(1-s^2/(wT_p)\). Since \(\int_0^\infty s^2e^{-s/w}ds=2w^3\), the integral becomes \(D_pw(1-2w/T_p)\).

**Numbers.** The model parameters, which describe no particular dopant, are \(T_0=900\) K, \(T_p=1300\) K, \(r_u=250\) K/s, \(r_d=100\) K/s, \(E=3.5\) eV and \(D_p=50\) nm²/s. They give \(w=41.61\) K and \(\tau=41.61\times(0.004+0.010)=0.5825\) s, so (4) predicts \(50\times0.5825=29.1\) nm². Formula (3) gives \(\Theta=27.42\) nm². The excess is 6.2 %, against \(2w/T_p=2/31.24=6.4\) % from the next order. The 5.6 s spike does the work of \(27.42/50=0.55\) s at the peak temperature.

For an initial Gaussian with \(\sigma_0=5\) nm, (2) gives \(v=25+2\times27.42=79.84\) nm² and a final width \(\sqrt v=8.94\) nm.

## The algorithm

Divide the slab into cells of width \(\Delta x\) and let the vector \(c\) hold the cell concentrations. The discrete negative Laplacian \(K\) acts as

\[
(Kc)_i=\frac{2c_i-c_{i-1}-c_{i+1}}{\Delta x^2}
\]

inside. In an end cell the flux through the face is absent, leaving for instance \((c_1-c_2)/\Delta x^2\). The matrix is symmetric, and \(c^{\mathsf T}Kc=\sum_i(c_{i+1}-c_i)^2/\Delta x^2\ge0\), so its eigenvalues \(\lambda\) are not negative. Equation (1) becomes \(dc/d\theta=-Kc\), with solution \(e^{-\theta K}c_0\).

Backward Euler evaluates the right side at the end of a step of size \(h_n\):

\[
\frac{c_{n+1}-c_n}{h_n}=-Kc_{n+1}
\quad\Longrightarrow\quad (I+h_nK)\,c_{n+1}=c_n . \tag{5}
\]

With \(N\) steps the procedure is:

1. Compute \(\Theta\) from (3) and set \(h=\Theta/N\).
2. Factorize \(I+hK\) once.
3. Solve (5) \(N\) times with the stored factors.
4. Where clock times are wanted, solve \(\theta(t_n)=nh\) by bracketing. The root is unique because \(\theta\) increases.

If \(K\) can be diagonalized cheaply, \(e^{-\theta K}c_0\) gives the profile at any \(\theta\) without steps. Stepping serves when the matrix is too large to diagonalize.

For \(N=10\) each step carries \(h=2.74\) nm². The first lasts 1.44 s and takes the slab from 900 to 1260 K. The shortest, containing most of the first 7 K of cooling, lasts 0.060 s. The last runs from 2.33 s to 5.60 s, while the slab cools from 1227 to 900 K. The steps are short where diffusion is fast, without any step-size control.

## Why equal increments are best

Expand \(c_0\) in orthonormal eigenvectors of \(K\), with coefficients \(\beta_j\) and eigenvalues \(\lambda_j\). By (5), a step divides each coefficient by \(1+\lambda_jh_n\). After \(N\) steps the coefficient has been multiplied by

\[
R(\lambda)=\prod_{n=1}^N\frac1{1+\lambda h_n},\qquad \sum_nh_n=\Theta,
\]

whereas the true factor is \(e^{-\lambda\Theta}\). Since \(1+z\le e^z\), the product of the denominators is at most \(e^{\lambda\Theta}\), hence \(R\ge e^{-\lambda\Theta}\). Backward Euler leaves too much of every ripple.

The inequality between arithmetic and geometric means bounds the same product from above:

\[
\prod_n(1+\lambda h_n)\le\left[\frac1N\sum_n(1+\lambda h_n)\right]^N=\left(1+\frac{\lambda\Theta}N\right)^N ,
\]

with equality for \(\lambda>0\) only if all \(h_n\) agree. Equal increments therefore give the smallest \(R\), and since no \(R\) falls below the true factor, the smallest is the nearest:

\[
0\le R_{\rm equal}-e^{-\lambda\Theta}\le R-e^{-\lambda\Theta}\qquad\text{for every }\lambda . \tag{6}
\]

The squared \(L_2\) error is \(\sum_j\beta_j^2(R(\lambda_j)-e^{-\lambda_j\Theta})^2\), so it too is smallest. The statement holds for backward Euler, for fixed \(N\) and exact \(\Theta\), and for the profile at the end. It does not say that the same partition is best for an earlier profile.

Inequality (6) was tested on the actual solutions, projected on the eigenvectors, for thirty random partitions into ten steps and for ten equal clock steps. The smallest \(L_2\) error among these was 1.73 % of the norm of the final profile, while equal increments gave 1.47 %.

## The size of the error

For modes with \(\lambda h_n\ll1\), use \(\ln(1+z)=z-z^2/2+O(z^3)\):

\[
\ln R=-\lambda\Theta+\frac{\lambda^2}2S+\dots,\qquad S=\sum_nh_n^2 .
\]

If \(\lambda^2S\) is also small, expanding the exponential gives \(R-e^{-\lambda\Theta}\approx\tfrac12S\lambda^2e^{-\lambda\Theta}\). For the whole profile,

\[
c_N-e^{-\Theta K}c_0\approx\frac S2\,K^2e^{-\Theta K}c_0 . \tag{7}
\]

In the opposite limit, with \(\lambda h_n\gg N\) in every step, the factor \(R\approx\prod_n(\lambda h_n)^{-1}\) falls as a power of \(\lambda\) and not exponentially. Expansion (7) then fails for that mode, but (6) still holds. An initial profile with sharp edges has more weight in such modes than a smooth one.

Equal increments have \(S=N(\Theta/N)^2=\Theta^2/N\), so the error is of first order in \(1/N\). For the Gaussian it can be found by hand. In the continuum \(K^2\) becomes \(\partial^4/\partial x^4\), which multiplies the Fourier amplitude \(e^{-vq^2/2}\) by \(q^4\). The ratio of squared norms is a Gaussian average with variance \(1/2v\):

\[
\frac{\int q^8e^{-vq^2}dq}{\int e^{-vq^2}dq}=\frac{1\cdot3\cdot5\cdot7}{(2v)^4}=\frac{105}{16v^4}.
\]

Taking the root and multiplying by \(S/2\),

\[
\text{relative }L_2\text{ error}\approx\frac{\Theta^2}{2N}\,\frac{\sqrt{105}}{4v^2}=\frac{1.28}N\left(\frac\Theta v\right)^2 . \tag{8}
\]

Here \(\Theta/v=27.42/79.84=0.343\), and \(N=10\) gives 1.51 %. The computed error is 1.47 %. At 1600 steps the actual error vector differs from (7) by 0.03 % of the norm of the predicted vector.

The grid has its own error. A Taylor expansion gives \(-K\approx\partial_x^2+(\Delta x^2/12)\partial_x^4\), which changes the profile by about \(\Theta(\Delta x^2/12)\,\partial_x^4c\). At the centre of a Gaussian \(\partial_x^4c=3c/v^2\). With \(\Delta x=0.5\) nm the change is \(27.42\times(0.25/12)\times3/79.84^2=2.7\times10^{-4}\) of the peak, which is the difference found between the grid solution and (2).

## What uniform clock steps cost

Now let all steps have the same duration \(\Delta t=t_f/N\), still with exactly integrated increments. If \(\Delta t\) is short enough to resolve the peak, \(h_n\approx D(t_n)\Delta t\) and

\[
S\approx\Delta t\sum_nD(t_n)^2\Delta t\approx\frac{t_f}N\int_0^{t_f}D^2dt .
\]

Dividing by \(\Theta^2/N\) gives the asymptotic ratio of the errors,

\[
G=\frac{t_f\int_0^{t_f}D^2dt}{\left(\int_0^{t_f}D\,dt\right)^2}\ge1 . \tag{9}
\]

The bound is the Cauchy–Schwarz inequality for the functions \(D\) and 1, with equality for constant \(D\). An isothermal anneal thus gains nothing from the new clock.

For a spike, \(D^2\) is an Arrhenius function with energy \(2E\), so \(w\) is halved and \(\int D^2dt\approx D_p^2\tau/2\). Then \(G\approx t_f/2\tau\), which is \(5.6/1.165=4.8\). Including the next order found above, the numerator gains a factor \(1-w/T_p\) and the denominator \((1-2w/T_p)^2\), together about \(1+3w/T_p=1.096\), which raises the estimate to 5.27. Direct integration gives \(G=5.26\), and the measured ratio of errors at 1600 steps is 5.25. Time spent cold lengthens \(t_f\) but hardly changes the integrals, so \(G\) grows nearly in proportion to \(t_f\).

As the error falls as \(1/N\), matching ten equal increments should take about \(10G\approx53\) uniform clock steps. The computed number is 51, from which point the error stays below the target over the range scanned.

At ten steps the ratio is \(5.01/1.47=3.4\), not 5.3. Formula (9) holds for many short steps, whereas here \(\Delta t=0.56\) s is as long as the equivalent time at the peak, and one step carries 45 % of \(\Theta\).

## Errors in the clock itself

So far every partition had the correct \(\Theta\). Suppose instead that \(D\) is read once per clock step, at its end, so that \(h_n=D(t_n)\Delta t\). Ten steps then sum to 31.22 nm², which is 13.9 % too much. The sign and size of this error depend on where the samples fall relative to the peak; with eight steps the sum is about 21 % too small.

The origin is visible in one step. The sample at \(t=1.68\) s lies 8 K below the peak, where \(D\approx50\,e^{-8/41.6}\approx41\) nm²/s. It is applied to the whole interval from 1.12 s and contributes about 23 nm². Yet four tenths of \(\Theta\), or 11.0 nm², have accumulated from the start until 1.668 s, and the remaining 0.012 s can add at most \(50\times0.012=0.6\) nm². Later samples, taken at the coldest end of their intervals, count too little and remove part of this excess.

The variance detects such an error. Far from the faces, one step of (5) for a profile of unit dose reads \(c_{n+1}-h_n\,\partial_x^2c_{n+1}=c_n\). Multiply by \(x^2\), with \(x\) measured from the centre, and integrate. Two integrations by parts give \(\int x^2\partial_x^2c\,dx=2\), so

\[
v_{n+1}=v_n+2h_n .
\]

Backward Euler thus obeys (2) for any step sizes, and its discretization error lies in the shape. As long as the profile stays clear of the faces, a wrong variance therefore points to a wrong \(\Theta\). The sampled steps give \(25+2\times31.22=87.44\) nm² in place of 79.84 nm².

In this ten-step run the \(L_2\) error does not reveal this. It is 4.3 % with sampling and 5.0 % for the same clock steps with correct increments, so the run with the wrong \(\Theta\) looks better. For modes with \(\lambda h_n\ll1\) in every step, \(\ln R\) is off by about \(-\lambda(\Theta_{\rm sampled}-\Theta)+\lambda^2S/2\). When \(\Theta_{\rm sampled}>\Theta\), as here, the two terms have opposite signs, which permits a partial cancellation; when the sampled sum falls short of \(\Theta\), they add. Sampling also changes \(S\), and the two effects were not separated here. The smaller error in this example gives no reason to sample.

## Where one clock is not enough

Integrating the original equation in physical time, with \(D(t)\) varying through the spike, reproduces \(e^{-\Theta K}c_0\) to \(3\times10^{-10}\) of the peak. This agreement rests on all rates in the problem sharing one time factor.

A first-order loss at rate \(\kappa(T)\) turns (1) into \(\partial c/\partial\theta=\partial_x^2c-(\kappa/D)c\). If \(\kappa\) also follows an Arrhenius law, the ratio \(\kappa/D\) is constant during the spike only if both have the same activation energy. A loss that is uniform in \(x\) can still be split off: with \(c=u\,e^{-\int\kappa\,dt}\), the function \(u\) obeys (1). The shape is then fixed by \(\Theta\), and a second number, \(\int\kappa\,dt\), fixes the remaining dose. A surface law \(D\,\partial_xc=\mu c\) becomes \(\partial_xc=(\mu/D)c\). A factor uniform in \(x\) cancels from this condition and cannot remove it. The variable \(\theta\) remains legitimate, but unless \(\mu/D\) is constant the problem no longer has constant coefficients. If the second process has a lower activation energy, it may still be active in the long last step, which was chosen without regard to it.

Formula (3) also needs a \(D\) that follows the temperature alone. Defects left by ion implantation can speed up diffusion for a time, and (3) then gives the wrong clock. A diffusivity that depends on concentration keeps a single clock if it has the form \(d(t)g(c)\), but in general not otherwise.

Position dependence is harmless if \(D(x,t)=d(t)g(x)\): the clock is then \(\int d\,dt\), and the operator \(\partial_x(g\,\partial_x)\) is fixed. Two layers with different activation energies do not factor in this way. Let \(A_h\) and \(A_c\) be the discrete operators, defined like \(K\) but including \(D\), at a hot and a cold hold of durations \(t_h\) and \(t_c\). The two orders give

\[
e^{-t_cA_c}e^{-t_hA_h}c_0\qquad\text{and}\qquad e^{-t_hA_h}e^{-t_cA_c}c_0 ,
\]

which agree for every \(c_0\) if the operators commute. Proportional operators do.

Take layers with 3.5 and 2.5 eV and equal diffusivity at 1300 K, the initial Gaussian centred on their interface, and holds of 0.3 s at 1300 K and 60 s at 1100 K. The hot hold contributes 15.0 nm² in both layers; the cold one contributes 10.2 nm² in the first and 51.9 nm² in the second. These local values do not depend on the order, yet the two final profiles differ by up to 9.7 % of the peak. No function of the local accumulated diffusivity can therefore fix the profile. With equal activation energies and unequal prefactors the difference falls to rounding level, about \(10^{-12}\) %. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Base and peak temperature: 900, 1300 K
Heating and cooling rate: 250, 100 K/s
Activation energy: 3.5 eV
Peak diffusivity: 50.0 nm^2/s
Boltzmann constant: 8.617333e-05 eV/K
Domain length, cell width: 160, 0.5 nm
Peak time, end time: 1.600, 5.600 s
E/(k T_peak): 31.243 (no unit)
k T_peak^2/E: 41.609 K
Theta up to the peak: 7.8346 nm^2
Total theta: 27.4213 nm^2
Peak estimate of theta: 29.1266 nm^2
Excess of estimate: 6.22 %
Equivalent time at peak: 0.5484 s
Initial sigma: 5.000 nm
Final variance: 79.8425 nm^2
Final sigma: 8.9355 nm
Time road vs theta road, max/peak: 3.3e-10 (no unit)
Grid vs Gaussian, max/peak: 2.7e-04 (no unit)
Number of equal-theta steps: 10
Equal theta increment: 2.7421 nm^2
Step edge 0: t = 0.0000 s, T = 900.00 K
Step edge 1: t = 1.4404 s, T = 1260.10 K
Step edge 2: t = 1.5447 s, T = 1286.17 K
Step edge 3: t = 1.6079 s, T = 1299.21 K
Step edge 4: t = 1.6680 s, T = 1293.20 K
Step edge 5: t = 1.7383 s, T = 1286.17 K
Step edge 6: t = 1.8233 s, T = 1277.67 K
Step edge 7: t = 1.9314 s, T = 1266.86 K
Step edge 8: t = 2.0807 s, T = 1251.93 K
Step edge 9: t = 2.3282 s, T = 1227.18 K
Step edge 10: t = 5.6000 s, T = 900.00 K
Uniform time step: 0.560 s
Largest uniform-time share of theta: 45.32 %
L2 error, equal theta: 1.4656 %
L2 error, uniform time: 5.0116 %
Smallest L2 error, other partitions: 1.7296 %
Asymptotic penalty G: 5.2573 (no unit)
Error ratio at 1600 steps: 5.2476 (no unit)
Leading-law mismatch: 0.026 %
Uniform steps to match equal theta: 51
L2 error at that number: 1.4523 %
Theta from end-of-step sampling: 31.2212 nm^2
Sampling dose error: 13.86 %
Variance after sampling: 87.4421 nm^2
L2 error after sampling: 4.3249 %
Layer test, hot hold: 1300 K for 0.3 s
Layer test, cold hold: 1100 K for 60 s
Layer activation energies: 3.5, 2.5 eV
Hot dose in either layer: 15.000 nm^2
Cold dose, left layer: 10.235 nm^2
Cold dose, right layer: 51.875 nm^2
Order effect, unequal energies: 9.691 % of peak
Order effect, equal energies: 1.3e-12 % of peak
```
